# Normalization, moments and potential of the two-parameter Fermi charge distribution: verification in Python

```python
"""Two-parameter Fermi nuclear charge distribution.

Result under test: with f(r) = 1/(1+exp((r-c)/a)) and I_k = int_0^inf r^k f dr,
  I_k = P_k + (-1)^k k! a^(k+1) E_(k+1)(c/a),
where P_k is a finite Sommerfeld polynomial and
  E_s(y) = sum_{n>=1} (-1)^(n+1) exp(-n y)/n^s   (exponentially small part).
Consequences: <r^2> = 3c^2/5 + 7 pi^2 a^2/5 up to exponentials, a closed
electron-nucleus potential V(r), and the contact energy shift.
Symbols: c half-density radius, a diffuseness, Z nuclear charge number,
kappa = e^2/(4 pi eps0). Lengths in fm, energies in MeV unless labelled.
Moments and potentials are checked against direct numerical integration.
"""
import math
import numpy as np
import sympy as sp
from mpmath import mp
from scipy import constants as const
from scipy.optimize import brentq
from sympy.integrals.quadrature import gauss_legendre

mp.dps = 30


# ---------- derived formulas ----------
def E(s, y):
    return mp.re(-mp.polylog(s, -mp.exp(-mp.mpf(y))))


def sommerfeld_polynomial(k, c, a, eta=mp.altzeta):
    total = c**(k + 1) / (k + 1)
    for j in range(1, k + 1, 2):
        total += 2 * math.perm(k, j) * eta(j + 1) * c**(k - j) * a**(j + 1)
    return total


def exponential_part(k, c, a):
    return (-1)**k * math.factorial(k) * a**(k + 1) * E(k + 1, c / a)


def radial_integral(k, c, a):
    return sommerfeld_polynomial(k, c, a) + exponential_part(k, c, a)


def r2_polynomial(c, a):
    return 3 * c**2 / 5 + 7 * mp.pi**2 * a**2 / 5


def potential_formula(r, c, a, strength):
    r, c, a = mp.mpf(r), mp.mpf(c), mp.mpf(a)
    norm = radial_integral(2, c, a)
    if r == 0:
        return -strength * radial_integral(1, c, a) / norm
    if r <= c:
        y = (c - r) / a
        bracket = c**2 / 2 + mp.pi**2 * a**2 / 6 - r**2 / 6 + a**2 * E(2, y)
        bracket -= 2 * a**3 / r * (E(3, y) - E(3, c / a))
        return -strength * bracket / norm
    y = (r - c) / a
    outside = r * a**2 * E(2, y) + 2 * a**3 * E(3, y)
    return -strength / r * (1 - outside / norm)


# ---------- symbolic checks of the polynomials ----------
cs, as_ = sp.symbols("c a", positive=True)


def eta_symbolic(s):
    return (1 - sp.Integer(2)**(1 - s)) * sp.zeta(s)


P = [sp.expand(sommerfeld_polynomial(k, cs, as_, eta_symbolic))
     for k in range(9)]
r2_sym = 3 * cs**2 / 5 + 7 * sp.pi**2 * as_**2 / 5
r4_sym = (3 * cs**4 + 18 * sp.pi**2 * as_**2 * cs**2
          + 31 * sp.pi**4 * as_**4) / 7
assert sp.expand(P[4] - r2_sym * P[2]) == 0
assert sp.expand(P[6] - r4_sym * P[2]) == 0
shift_c = sp.I * sp.pi * as_
for k in range(9):
    difference = P[k].subs(cs, cs + shift_c) - P[k].subs(cs, cs - shift_c)
    assert sp.expand(difference - 2 * sp.pi * sp.I * as_ * cs**k) == 0
    if k >= 2 and k % 2 == 0:
        assert sp.expand(P[k].subs(cs, shift_c)) == 0

# ---------- high-precision quadrature of the radial integrals ----------
nodes_sym, weights_sym = gauss_legendre(20, 32)
NODES = [mp.mpf(str(x)) for x in nodes_sym]
WEIGHTS = [mp.mpf(str(w)) for w in weights_sym]


def integrals_by_quadrature(c, a, kmax=6):
    upper = c + 80 * a
    panels = int(mp.ceil(upper / (2 * a)))
    half = upper / (2 * panels)
    sums = [mp.mpf(0)] * (kmax + 1)
    for p in range(panels):
        middle = (2 * p + 1) * half
        for x, w in zip(NODES, WEIGHTS):
            r = middle + half * x
            term = half * w / (1 + mp.exp((r - c) / a))
            for k in range(kmax + 1):
                sums[k] += term
                term *= r
    return sums


assert 7 * math.pi**2 / 5 > 96 / 7   # fixes the sign of the <r^2> defect
table = []
for ratio in (1, 2, 4, 8, 16):
    a_t = mp.mpf("0.5")
    c_t = ratio * a_t
    numeric = integrals_by_quadrature(c_t, a_t)
    for k in range(7):
        tail = exponential_part(k, c_t, a_t)
        error = numeric[k] - sommerfeld_polynomial(k, c_t, a_t) - tail
        assert abs(error) < mp.mpf("1e-8") * abs(tail), (ratio, k)
    r2_num = numeric[4] / numeric[2]
    r2_pol = r2_polynomial(c_t, a_t)
    defect = r2_num - r2_pol
    exact_defect = (24 * a_t**5 * E(5, ratio)
                    - 2 * a_t**3 * r2_pol * E(3, ratio)) / numeric[2]
    assert defect < 0
    assert abs(defect / exact_defect - 1) < mp.mpf("1e-8")
    leading = ((24 * a_t**2 - 2 * r2_pol) * a_t**3 * mp.exp(-ratio)
               / sommerfeld_polynomial(2, c_t, a_t))
    if ratio >= 8:
        assert abs(leading / defect - 1) < 0.01
    table.append((ratio, r2_num / a_t**2, r2_pol / a_t**2,
                  defect / r2_num, leading / r2_num))

# ---------- worked example ----------
Z, c, a = 20, 4.0, 0.5
kappa = const.e / (4 * math.pi * const.epsilon_0) * 1e15 * 1e-6
bohr = const.physical_constants["Bohr radius"][0] * 1e15
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
cm, am = mp.mpf(c), mp.mpf(a)
I = [radial_integral(k, cm, am) for k in range(7)]
rho0 = float(1 / (4 * mp.pi * I[2]))
mean = {k: float(I[k + 2] / I[2]) for k in range(1, 5)}
rms = math.sqrt(mean[2])

X, W = np.polynomial.legendre.leggauss(20)
FAR = c + 45 * a


def fermi(r):
    return 1 / (1 + np.exp((r - c) / a))


def integrate(func, lo, hi):
    if hi <= lo:
        return 0.0
    panels = max(1, math.ceil((hi - lo) / a))
    half = (hi - lo) / (2 * panels)
    middles = lo + half * (2 * np.arange(panels) + 1)
    points = middles[:, None] + half * X[None, :]
    return float(half * np.sum(W[None, :] * func(points)))


norm_num = integrate(lambda s: s**2 * fermi(s), 0, FAR)
assert abs(4 * math.pi * rho0 * norm_num - 1) < 1e-12


def potential_direct(r):
    outer = integrate(lambda s: s * fermi(s), r, FAR)
    inner = integrate(lambda s: s**2 * fermi(s), 0, r) / r if r > 0 else 0.0
    return -Z * kappa * (inner + outer) / norm_num


for r in (0.0, 0.01, 1.0, 2.0, 3.5, 4.0, 4.001, 5.0, 6.0, 8.0, 12.0):
    value = float(potential_formula(r, c, a, Z * kappa))
    assert abs(value / potential_direct(r) - 1) < 1e-10, r


def departure_from_point(r):
    """(V + Z kappa/r)/(Z kappa): effect of the charge lying outside r."""
    far_charge = integrate(lambda s: s**2 * fermi(s), r, FAR) / r
    return (far_charge - integrate(lambda s: s * fermi(s), r, FAR)) / norm_num


departure = np.vectorize(departure_from_point)
volume = integrate(lambda r: 4 * math.pi * r**2 * departure(r), 0, FAR)
assert abs(volume / (2 * math.pi * mean[2] / 3) - 1) < 1e-10


def weighted_departure(r):
    density = Z**3 / (math.pi * bohr**3) * np.exp(-2 * Z * r / bohr)
    return 4 * math.pi * r**2 * density * departure(r)


# one hartree equals kappa divided by the Bohr radius
shift_direct = Z * bohr * integrate(weighted_departure, 0, FAR)
shift_contact = 2 * Z**4 * mean[2] / (3 * bohr**2)
relative_gap = shift_direct / shift_contact - 1
predicted_gap = -Z / bohr * mean[3] / mean[2]
assert abs(relative_gap / predicted_gap - 1) < 5e-3

r90 = brentq(lambda r: fermi(r) - 0.9, 0, c)
r10 = brentq(lambda r: fermi(r) - 0.1, c, FAR)
assert abs((r10 - r90) - 4 * a * math.log(3)) < 1e-9

# ---------- printed results ----------
print(f"charge number Z = {Z}")
print(f"half-density radius c = {c:.1f} fm")
print(f"diffuseness a = {a:.1f} fm")
print(f"kappa = {kappa:.6f} MeV fm")
print(f"exp(-c/a) = {math.exp(-c / a):.5e}")
print(f"pi^2 a^2/c^2 = {(math.pi * a / c)**2:.6f}")
print(f"polynomial P_2 = {float(sommerfeld_polynomial(2, cm, am)):.8f} fm^3")
print(f"exponential part of I_2 = {float(exponential_part(2, cm, am)):.5e} fm^3")
print(f"I_2 = {float(I[2]):.8f} fm^3")
print(f"rho0 = {rho0:.8f} fm^-3")
print(f"rho(0)/rho0 = {fermi(0.0):.6f}")
print(f"90-10 percent thickness = {r10 - r90:.5f} fm")
print(f"<r> = {mean[1]:.6f} fm")
print(f"3c^2/5 = {3 * c**2 / 5:.6f} fm^2")
print(f"7 pi^2 a^2/5 = {7 * math.pi**2 * a**2 / 5:.6f} fm^2")
print(f"<r^2> polynomial = {float(r2_polynomial(cm, am)):.8f} fm^2")
print(f"<r^2> with exponentials = {mean[2]:.8f} fm^2")
print(f"<r^2> defect = {float(I[4] / I[2] - r2_polynomial(cm, am)):.5e} fm^2")
print(f"rms radius = {rms:.6f} fm")
print(f"rms radius converted = {rms / bohr:.6e} bohr")
print(f"<r^3> = {mean[3]:.5f} fm^3")
print(f"<r^4> = {mean[4]:.5f} fm^4")
print("c/a | <r^2>/a^2 quadrature | polynomial | rel. defect | leading est.")
for ratio, num, pol, rel, lead in table:
    print(f"{ratio:3d} | {float(num):.8f} | {float(pol):.8f} | "
          f"{float(rel):.4e} | {float(lead):.4e}")
print("r (fm) | V closed form (MeV) | V direct integration (MeV)")
for r in (0.0, 2.0, 4.0, 6.0, 8.0):
    print(f"{r:.1f} | {float(potential_formula(r, c, a, Z * kappa)):.7f} | "
          f"{potential_direct(r):.7f}")
print("r (fm) | V from quadratic interior part and P_2 only (MeV)")
for r in (0.0, 2.0, 4.0):
    bulk = c**2 / 2 + math.pi**2 * a**2 / 6 - r**2 / 6
    bulk *= -Z * kappa / float(sommerfeld_polynomial(2, cm, am))
    print(f"{r:.1f} | {bulk:.7f}")
V0 = float(potential_formula(0, c, a, Z * kappa))
print(f"V(0) converted = {V0 * 1e6 / hartree_eV:.6e} hartree")
print(f"point-charge potential at 8 fm = {-Z * kappa / 8:.7f} MeV")
print(f"volume integral of V+Z kappa/r = {Z * kappa * volume:.5f} MeV fm^3")
print(f"1s shift, contact formula = {shift_contact:.6e} hartree")
print(f"1s shift, full 1s density = {shift_direct:.6e} hartree")
print(f"relative difference of the shifts = {relative_gap:.5e}")
print(f"predicted relative difference = {predicted_gap:.5e}")
print("done: every assertion held")
```

Running it gives:

```
charge number Z = 20
half-density radius c = 4.0 fm
diffuseness a = 0.5 fm
kappa = 1.439965 MeV fm
exp(-c/a) = 3.35463e-04
pi^2 a^2/c^2 = 0.154213
polynomial P_2 = 24.62320147 fm^3
exponential part of I_2 = 8.38621e-05 fm^3
I_2 = 24.62328533 fm^3
rho0 = 0.00323180 fm^-3
rho(0)/rho0 = 0.999665
90-10 percent thickness = 2.19722 fm
<r> = 3.429654 fm
3c^2/5 = 9.600000 fm^2
7 pi^2 a^2/5 = 3.454362 fm^2
<r^2> polynomial = 13.05436154 fm^2
<r^2> with exponentials = 13.05432730 fm^2
<r^2> defect = -3.42429e-05 fm^2
rms radius = 3.613077 fm
rms radius converted = 6.827726e-05 bohr
<r^3> = 53.86709 fm^3
<r^4> = 238.19093 fm^4
c/a | <r^2>/a^2 quadrature | polynomial | rel. defect | leading est.
  1 | 14.08613324 | 14.41744616 | -2.3521e-02 | -3.4850e-02
  2 | 16.10353508 | 16.21744616 | -7.0737e-03 | -7.6665e-03
  4 | 23.40538300 | 23.41744616 | -5.1540e-04 | -5.1806e-04
  8 | 52.21730919 | 52.21744616 | -2.6231e-06 | -2.6232e-06
 16 | 167.41744614 | 167.41744616 | -1.4735e-10 | -1.4735e-10
r (fm) | V closed form (MeV) | V direct integration (MeV)
0.0 | -9.8376453 | -9.8376453
2.0 | -9.0607214 | -9.0607214
4.0 | -6.8934317 | -6.8934317
6.0 | -4.7936601 | -4.7936601
8.0 | -3.5998010 | -3.5998010
r (fm) | V from quadratic interior part and P_2 only (MeV)
0.0 | -9.8377768
2.0 | -9.0580437
4.0 | -6.7188441
V(0) converted = -3.615268e+05 hartree
point-charge potential at 8 fm = -3.5999114 MeV
volume integral of V+Z kappa/r = 787.39909 MeV fm^3
1s shift, contact formula = 4.972571e-04 hartree
1s shift, full 1s density = 4.964823e-04 hartree
relative difference of the shifts = -1.55798e-03
predicted relative difference = -1.55954e-03
done: every assertion held
```
